# Elastic Energy of Misfitting Atoms and the Regular-Solution Parameter, part 1

(Sections cited here and not found follow in the second part.)

## One misfitting sphere: field, energy and volume change

Suppose that the elastic energy of an alloy is estimated by taking the energy of one oversized atom in a host crystal and multiplying it by the number of such atoms. In the example used below, one misfitting atom costs 38.9 meV. At a composition \( x = 0.25 \) the estimate gives 9.72 meV per atom, whereas the elastic model gives 7.29 meV, so the estimate is one third too high relative to the correct value. At \( x = 1 \) it assigns 38.9 meV per atom to a pure crystal that has no misfit at all. The missing piece is the field produced by the free surface of the crystal, called the image field. It turns the linear law into one proportional to \( x(1-x) \).

A second error arises when the resulting parameter is put into a model of decomposition. Misfit energy is released if the two products separate into stress-free crystals. If they stay joined on one continuous lattice, the release is opposed by coherency strain, and for an isotropic elastic continuum with equal moduli the two cancel exactly, provided the product regions are small compared with the crystal. A program for coherent decomposition that keeps one of these contributions and drops the other predicts a wrong spinodal temperature.

### Model and conventions

The host is a crystal of A atoms, treated as an isotropic, linear elastic continuum with bulk modulus \( K \) and shear modulus \( G \). Each atom occupies a cell of volume \( \Omega \). A B atom is represented by a cell whose stress-free linear size is larger than that of the A cell by the factor \( 1 + \varepsilon \). A negative \( \varepsilon \) describes an undersized atom. To first order the misfit volume is

\[ \delta V = \left[ (1+\varepsilon)^3 - 1 \right] \Omega \simeq 3 \varepsilon \Omega . \]

The factor 3 matters in practice: \( \varepsilon \) is a linear misfit, and a fractional volume difference must be divided by 3 before it is used here.

The displacement \( \mathbf{u} \) is measured from the undeformed A crystal. The total strain is \( \eta_{ij} = \tfrac12 ( \partial_i u_j + \partial_j u_i ) \), with trace \( \theta = \eta_{kk} \); repeated indices are summed. Let \( e(\mathbf{r}) \) equal \( \varepsilon \) inside a B cell and zero inside an A cell. Stress arises from the difference between the total strain and the stress-free strain \( e \, \delta_{ij} \). That strain is a pure dilatation, so it enters the hydrostatic part alone:

\[ \sigma_{ij} = K ( \theta - 3e ) \, \delta_{ij} + 2G \left( \eta_{ij} - \tfrac13 \theta \, \delta_{ij} \right) . \]

Tension is positive. The elastic energy is

\[ E = \tfrac12 \int \sigma_{ij} \, ( \eta_{ij} - e \, \delta_{ij} ) \, dV . \]

Its zero is the state in which all A and B material is separated and free of stress. Chemical bonding energy is not included. Treating a single atom as a piece of continuum is an assumption of the model, and nothing below proves it for a particular crystal.

### The radial field

Take first a spherical B cell of radius \( r_0 \), so that \( \Omega = 4 \pi r_0^3 / 3 \). By symmetry the displacement is radial, \( u(r) \). The strain is \( u' \) along the radius and \( u/r \) in both tangential directions, and therefore

\[ \theta = u' + \frac{2u}{r} , \qquad u' - \frac{\theta}{3} = \frac23 \left( u' - \frac{u}{r} \right) . \]

The radial and tangential stresses follow from the stress law:

\[ \sigma_{rr} = K ( \theta - 3e ) + \frac{4G}{3} \left( u' - \frac{u}{r} \right) , \]

\[ \sigma_{tt} = K ( \theta - 3e ) - \frac{2G}{3} \left( u' - \frac{u}{r} \right) . \]

Their difference is \( 2G ( u' - u/r ) \). Force balance on a thin shell element reads \( \sigma_{rr}' + 2 ( \sigma_{rr} - \sigma_{tt} ) / r = 0 \). Where \( e \) is constant, this becomes

\[ K \theta' + \frac{4G}{3} \left( u'' - \frac{u'}{r} + \frac{u}{r^2} \right) + \frac{4G}{r} \left( u' - \frac{u}{r} \right) = 0 . \]

The two terms in \( G \) combine to

\[ \frac{4G}{3} \left( u'' + \frac{2u'}{r} - \frac{2u}{r^2} \right) = \frac{4G}{3} \, \theta' , \]

because the bracket is the derivative of \( u' + 2u/r \). Hence \( ( K + 4G/3 ) \, \theta' = 0 \), and \( \theta \) is a constant in each region. Call it \( 3a \). Since \( \theta = (r^2 u)' / r^2 \), one integration gives

\[ u = a r + \frac{b}{r^2} . \]

With \( u' - u/r = -3b/r^3 \), the radial stress of this field is

\[ \sigma_{rr} = 3K ( a - e ) - \frac{4Gb}{r^3} . \]

The term in \( a \) is a uniform expansion. The term in \( b \) is a pure shear field, with no local change of volume.

### Infinite matrix

In the core, \( b = 0 \) because the displacement must stay finite at the centre. Thus \( u = \varepsilon_c r \), where \( \varepsilon_c \) is the constrained strain, the expansion that the cell actually achieves. In an infinite matrix \( a = 0 \), because the field must decay. Continuity of \( u \) at \( r_0 \) gives \( b = \varepsilon_c r_0^3 \).

The radial stress must also be continuous at \( r_0 \). It is \( 3K ( \varepsilon_c - \varepsilon ) \) on the core side and \( -4G \varepsilon_c \) on the matrix side, so

\[ 3K ( \varepsilon - \varepsilon_c ) = 4G \varepsilon_c , \qquad \varepsilon_c = \gamma \varepsilon , \qquad \gamma = \frac{3K}{3K + 4G} . \]

The core is under the pressure \( p = 4G \varepsilon_c \), which is positive for an oversized atom.

The worked example takes round model parameters that stand for no particular material: \( K = 150 \) GPa, \( G = 50 \) GPa, \( \varepsilon = 0.05 \) and \( \Omega = 0.012 \) nm³. Then \( 3K + 4G = 450 + 200 = 650 \) GPa and \( \gamma = 450/650 = 0.692 \). The constrained strain is \( 0.692 \times 0.05 = 0.0346 \), and the pressure is \( 4 \times 50 \times 0.0346 = 6.92 \) GPa.

### Energy of the sphere

The core and matrix energies can be calculated separately. The core is uniformly compressed by the volume strain \( 3 ( \varepsilon - \varepsilon_c ) \), so its energy is

\[ E_{\text{core}} = \frac{9K}{2} ( \varepsilon - \varepsilon_c )^2 \Omega = 6G \varepsilon_c ( \varepsilon - \varepsilon_c ) \, \Omega , \]

where the second form uses the interface condition for one factor \( 3K ( \varepsilon - \varepsilon_c ) \).

In the matrix \( \theta = 0 \), and the principal strains are \( -2b/r^3 \), \( b/r^3 \) and \( b/r^3 \). The sum of their squares is \( 6b^2/r^6 \), and the energy density is \( G \) times that sum. Therefore

\[ E_{\text{matrix}} = \int_{r_0}^{\infty} \frac{6Gb^2}{r^6} \, 4 \pi r^2 \, dr = \frac{8 \pi G b^2}{r_0^3} = 8 \pi G \varepsilon_c^2 r_0^3 = 6G \varepsilon_c^2 \Omega . \]

In the sum, the terms in \( \varepsilon_c^2 \) cancel:

\[ E_\infty = 6G \varepsilon \varepsilon_c \Omega = Y \Omega \varepsilon^2 , \qquad Y = \frac{18KG}{3K + 4G} . \]

This is the Eshelby energy of the misfitting sphere for equal moduli. In terms of the misfit volume, \( \varepsilon = \delta V / (3 \Omega) \) gives

\[ E_\infty = \frac{2KG}{3K + 4G} \, \frac{(\delta V)^2}{\Omega} . \]

The matrix holds the fraction \( \gamma \) of the energy and the core holds the rest. If \( G \to 0 \), the matrix flows out of the way and the energy vanishes. If \( G \to \infty \), the cell is held at its original size and the energy tends to \( \tfrac92 K \Omega \varepsilon^2 \), the cost of compressing it fully.

There is a shorter route to the energy that also serves for many cells. In equilibrium, the divergence theorem turns \( \int \sigma_{ij} \eta_{ij} \, dV \) into the surface integral of traction times displacement. This vanishes if the surface is free or if it is held fixed. It also vanishes for the isolated sphere in an infinite matrix, where traction falls as \( r^{-3} \), displacement as \( r^{-2} \), and area grows as \( r^2 \). What remains of the energy is

\[ E = - \tfrac12 \int \sigma_{kk} \, e \, dV . \]

For the sphere \( \sigma_{kk} = -3p \), and the formula gives \( \tfrac32 p \varepsilon \Omega = \tfrac12 p \, \delta V = 6G \varepsilon \varepsilon_c \Omega \), as before.

For the example, \( Y = 18 \times 150 \times 50 / 650 = 207.7 \) GPa. Then \( E_\infty = 207.7 \times 0.012 \times 0.05^2 = 0.00623 \) GPa nm³. Since 1 GPa nm³ is \( 10^{-18} \) J, this is \( 6.23 \times 10^{-21} \) J, or 38.9 meV.

### Volume change and the free surface

The volume pushed outward through any sphere around the cell is

\[ 4 \pi r^2 u = 4 \pi b = 4 \pi \varepsilon_c r_0^3 = 3 \varepsilon_c \Omega = \gamma \, \delta V . \]

It does not depend on \( r \), because the matrix around the cell does not change its density. One might conclude that a large crystal swells by \( \gamma \, \delta V \), but a finite crystal with a free surface swells by more.

The infinite-matrix field leaves a radial stress \( -4Gb/R^3 \) on a sphere of radius \( R \). A free surface carries no traction, so a further field must cancel it. For a centred cell this image field is a uniform expansion \( a \) with \( 3Ka = 4Gb/R^3 \). Its volume change is

\[ 3a \cdot \frac{4 \pi R^3}{3} = \frac{16 \pi G b}{3K} = \frac{4G}{3K} \, \gamma \, \delta V = \frac{4G}{3K + 4G} \, \delta V = ( 1 - \gamma ) \, \delta V . \]

The image strain falls as \( R^{-3} \), but the volume on which it acts grows as \( R^3 \). Its contribution therefore survives however large the crystal is, and the total volume change is \( \delta V \). In the example the direct field supplies 0.692 of \( \delta V \) and the image field 0.308.

### A finite shell and unequal bulk moduli

The concentric geometry also shows what happens when B is stiffer or softer than A. Let the core have bulk modulus \( K_i \), let the shell have \( K \) and \( G \), and let \( f = r_0^3 / R^3 \) be the core's volume fraction. The shear modulus of the core does not enter, since the core is only dilated. Write \( b = \beta r_0^3 \). The free surface requires \( a = 4Gf \beta / (3K) \), and continuity of displacement requires \( \varepsilon_c = a + \beta \). The pressure at the interface, evaluated on the shell side, is

\[ p = 4G \beta - 3Ka = 4G \beta ( 1 - f ) . \]

On the core side it is \( 3K_i ( \varepsilon - \varepsilon_c ) \). Equating the two and collecting \( \beta \) gives

\[ \beta = \frac{3 K_i \varepsilon}{D} , \qquad D = 3K_i + 4G \left[ ( 1 - f ) + f \, \frac{K_i}{K} \right] . \]

The energy is \( \tfrac32 p \varepsilon \) times the core volume. Per unit total volume it is

\[ \frac{E}{V} = \frac{18 G K_i \, \varepsilon^2}{D} \, f ( 1 - f ) . \]

For \( K_i = K \) the denominator is \( 3K + 4G \), and the energy density becomes \( Y \varepsilon^2 f ( 1 - f ) \). This already has the form sought for an alloy, but for one large inclusion. For unequal bulk moduli \( D \) depends on \( f \), and the prefactor is no longer constant. With \( K_i = 225 \) GPa and the other parameters unchanged, the effective parameter \( 18 G K_i \Omega \varepsilon^2 / D \) falls from 43.3 meV at \( f \to 0 \) to 39.9 meV at \( f = 0.75 \), a drop of 8 percent relative to the first value. These numbers are derived and tested here for the concentric geometry; other arrangements with unequal moduli are not treated.

## Many misfitting cells: the image term and the spinodal

The second half uses the following symbols and results. A B cell of volume \( \Omega \) has linear misfit \( \varepsilon \) and misfit volume \( \delta V = 3 \varepsilon \Omega \). The field \( e(\mathbf{r}) \) is \( \varepsilon \) in B cells and zero in A cells, and \( \theta \) is the trace of the total strain \( \eta_{ij} \). Both kinds of cell have the moduli \( K \) and \( G \). One B sphere in an infinite matrix costs \( E_\infty = Y \Omega \varepsilon^2 \), with

\[ Y = \frac{18KG}{3K + 4G} , \qquad \gamma = \frac{3K}{3K + 4G} , \qquad 9K ( 1 - \gamma ) = \frac{36KG}{3K + 4G} = 2Y . \]

The stress law and the energy formula are

\[ \sigma_{ij} = K ( \theta - 3e ) \, \delta_{ij} + 2G \left( \eta_{ij} - \tfrac13 \theta \, \delta_{ij} \right) , \qquad E = - \tfrac12 \int \sigma_{kk} \, e \, dV . \]

The energy formula holds when the surface does no work. In the example \( K = 150 \) GPa, \( G = 50 \) GPa, \( \varepsilon = 0.05 \), \( \Omega = 0.012 \) nm³ and \( E_\infty = 38.9 \) meV.

### Cells do not interact directly

Atomic cells fill space and spheres do not, so the result for one sphere must be extended to other shapes. Let \( e(\mathbf{r}) \) be any misfit field confined to a finite region of an infinite medium. Try a displacement that is a gradient, \( u_i = \partial_i \phi \). Then \( \eta_{ij} = \partial_i \partial_j \phi \), \( \theta = \nabla^2 \phi \) and \( \partial_j \eta_{ij} = \partial_i \theta \). The equilibrium condition \( \partial_j \sigma_{ij} = 0 \) becomes

\[ \partial_i \left[ K \theta - 3Ke + 2G \theta - \tfrac23 G \theta \right] = \partial_i \left[ \left( K + \tfrac43 G \right) \theta - 3Ke \right] = 0 . \]

The bracket is a constant, and the constant is zero because the field decays at large distance. Therefore

\[ \theta = \frac{9K}{3K + 4G} \, e = 3 \gamma e , \qquad \sigma_{kk} = 3K ( \theta - 3e ) = -9K ( 1 - \gamma ) \, e = -2Ye . \]

The potential \( \phi \) follows from \( \nabla^2 \phi = 3 \gamma e \), so the trial form does provide a solution. The energy is

\[ E = Y \int e^2 \, dV . \]

Two conclusions follow. First, a B cell of any shape costs \( Y \varepsilon^2 \Omega \), the same as a sphere of equal volume. Second, the energies of separate cells add, with no interaction term. Outside a B cell the hydrostatic stress vanishes, and another purely dilatational cell responds to nothing else. Both conclusions rest on isotropy and on a shear modulus that is the same everywhere. In the infinite medium the bulk modulus may differ between the cells: the bracket above still vanishes point by point, and \( Y \) is then formed with the bulk modulus of the B cell.

In an infinite isotropic medium with uniform shear modulus, every B cell costs the same energy per volume whatever its shape, and the energies of separate cells add without interaction. What remains is to include the image field of a finite crystal with a free surface, and to follow the resulting mixing energy into incoherent and coherent decomposition.
